# How Ideal Phonon Poiseuille Conductivity Scales with Temperature: a numerical check

```python
"""
Result under test: ideal phonon Poiseuille conductivity of a slab,
    kappa_P = (5/36) C v W^2 / l_N,
which scales as T^8 when C ~ T^3 and the normal rate v/l_N ~ T^5.
C: heat capacity per volume; v: sound speed; W: slab width;
l_N, l_R: normal and resistive mean free paths; T: temperature.
The walls are diffuse. The independent road is an integral-equation solution
of the linearized Boltzmann equation with momentum-conserving collisions.
"""
import numpy as np
from scipy.constants import hbar, k as k_B, e as charge, pi
from scipy.linalg import solve_toeplitz
from scipy.special import expn, gamma, zeta


def gauss(lower, upper, count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    half = 0.5 * (upper - lower)
    return lower + half * (nodes + 1), half * weights


# ---------- Moments of a drifting Bose gas (hbar = k_B = v = T = 1) ----------
x, wx = gauss(0.0, 50.0, 120)
cosine, wc = gauss(-1.0, 1.0, 16)
phi = 2 * pi * np.arange(16) / 16
X = x[:, None, None]
NY = cosine[None, :, None]
NX = np.sqrt(1 - NY**2) * np.cos(phi)[None, None, :]
measure = (wx[:, None, None] * wc[None, :, None] * (2 * pi / 16)
           * X**2 / (2 * pi)**3)
du = 1e-3
dn_du = (1 / np.expm1(X * (1 - du * NX))
         - 1 / np.expm1(X * (1 + du * NX))) / (2 * du)
energy = np.sum(wx * x**3 / np.expm1(x)) / (2 * pi**2)
flux_slope = np.sum(measure * X * NX * dn_du)
assert abs(flux_slope / (4 * energy / 3) - 1) < 1e-4
heat_capacity_unit = np.sum(
    wx * x**4 / (4 * np.sinh(x / 2)**2)) / (2 * pi**2)
# Entropy density from the Bose entropy formula, compared with C/3.
occ = 1 / np.expm1(x)
entropy = np.sum(wx * x**2 * ((1 + occ) * np.log1p(occ)
                              - occ * np.log(occ))) / (2 * pi**2)
assert abs(entropy / (heat_capacity_unit / 3) - 1) < 1e-4
path_average = {}
for power in (0, 1, 2):
    viscosity = np.sum(measure * X * NX * NY**2 * X**(-power) * dn_du)
    path_average[power] = (gamma(5 - power) * zeta(4 - power)
                           / (gamma(5) * zeta(4)))
    formula = heat_capacity_unit * path_average[power] / 15
    assert abs(viscosity / formula - 1) < 1e-4


# ---------- Boltzmann equation in a slab with diffuse walls ----------
def kernel_column(cells, step):
    """Cell-averaged kernel; step is the cell width over the total path."""
    t = step * np.arange(cells + 1)
    second_integral = 0.75 * (expn(3, t) - expn(5, t))
    column = np.empty(cells)
    column[0] = 2 * (second_integral[1] - second_integral[0]
                     + step / 2) / step
    column[1:] = (second_integral[2:] - 2 * second_integral[1:-1]
                  + second_integral[:-2]) / step
    return column


def flux_length_once(width, paths, weights, resistive, cells):
    matrix_column = np.zeros(cells)
    source = np.zeros(cells)
    stored = []
    for path, weight in zip(paths, weights):
        total = 1 / (1 / path + 1 / resistive)
        column = kernel_column(cells, width / cells / total)
        sums = np.cumsum(column)
        row_sum = sums + sums[::-1] - column[0]
        matrix_column -= weight / path * total / path * column
        matrix_column[0] += weight / path
        source += weight / path * total * row_sum
        stored.append((path, weight, total, row_sum))
    drift = solve_toeplitz(matrix_column, source)
    return sum(weight * np.mean(row_sum * (total / path * drift + total))
               for path, weight, total, row_sum in stored)


def flux_length(width, paths=(1.0,), weights=(1.0,), resistive=np.inf,
                cells=None):
    """Length L in kappa = C v L / 3, extrapolated in the cell width."""
    if cells is None:
        cells = max(200, int(12 * width / min(1.0, np.dot(paths, weights))))
    coarse = flux_length_once(width, paths, weights, resistive, cells)
    fine = flux_length_once(width, paths, weights, resistive, 2 * cells)
    return (4 * fine - coarse) / 3


ratio = {w: flux_length(float(w)) / (5 * w**2 / 12) for w in (20, 40, 80)}
assert abs(2 * ratio[80] - ratio[40] - 1) < 0.01
slip = (ratio[40] - ratio[80]) / (1 / 40 - 1 / 80) / 6
assert abs(slip / (8 / 15) - 1) < 0.25
assert abs(ratio[20] - (1 + 6 * slip / 20)) < 0.02

# A normal path inversely proportional to frequency, with mean path one.
xf, wf = gauss(0.0, 20.0, 40)
mode_weight = wf * xf**4 / (4 * np.sinh(xf / 2)**2)
mode_weight /= mode_weight.sum()
mode_path = 1 / xf
mode_path /= np.dot(mode_weight, mode_path)
spectral = {w: flux_length(float(w), mode_path, mode_weight,
                           cells=20 * w) / (5 * w**2 / 12)
            for w in (40, 80)}
assert abs(2 * spectral[80] - spectral[40] - 1) < 0.02

# Weak resistive drag, compared with the viscous-flow solution.
drag_path = 6400.0
z = 40 * np.sqrt(5 / drag_path)
drag_formula = 3 * (z - np.tanh(z)) / z**3
drag_bte = flux_length(80.0, resistive=drag_path) / flux_length(80.0)
assert abs(drag_bte - drag_formula) < 0.03
small_loss = 1 - flux_length(80.0, resistive=1e5) / flux_length(80.0)
assert abs(small_loss / (80**2 / (2 * 1e5)) - 1) < 0.15

# ---------- Example: rough parameters in the regime of bismuth ----------
speed = 1300.0
width = 5e-3
T_ref = 3.0
normal_ref = 0.5e-3
umklapp_prefactor = 1e-6
umklapp_temperature = 40.0
q_debye = 1.2e10


def normal_path(T):
    return normal_ref * (T_ref / T)**5


def resistive_path(T):
    return umklapp_prefactor * np.exp(umklapp_temperature / T)


def heat_capacity(T, v=speed):
    return 2 * pi**2 / 5 * k_B * (k_B * T / (hbar * v))**3


def kappa_ideal(T, W=width):
    return 5 / 36 * heat_capacity(T) * speed * W**2 / normal_path(T)


def kappa_bte(T, W=width, umklapp=True, cells=None):
    path = normal_path(T)
    resistive = resistive_path(T) / path if umklapp else np.inf
    length = path * flux_length(W / path, resistive=resistive, cells=cells)
    return heat_capacity(T) * speed * length / 3


def local_exponent(T, W=width, umklapp=True):
    cells = max(200, int(10 * W / normal_path(T)))
    d = 0.03
    upper = kappa_bte(T * np.exp(d), W, umklapp, cells)
    lower = kappa_bte(T * np.exp(-d), W, umklapp, cells)
    return np.log(upper / lower) / (2 * d)


normal_only = {w: local_exponent(T_ref, w * normal_ref, False)
               for w in (10, 30, 100, 300)}
delta = 6 * slip / 100
assert abs(normal_only[100] - (8 - 5 * delta / (1 + delta))) < 0.05
assert abs(normal_only[300] - 8) < 0.1


def kappa_quadrature(T, curved=False, power=0):
    """Viscous-flow conductivity from mode integrals with a finite cutoff."""
    q, wq = gauss(0.0, q_debye, 500)
    if curved:
        angle = pi * q / (2 * q_debye)
        omega = speed * 2 * q_debye / pi * np.sin(angle)
        group = speed * np.cos(angle)
    else:
        omega = speed * q
        group = speed * np.ones_like(q)
    fluctuation = 1 / (4 * np.sinh(hbar * omega / (2 * k_B * T))**2)
    density = 3 * wq * q**2 / (2 * pi**2)
    omega_ref = k_B * T_ref / hbar
    rate = (speed / normal_ref * (omega / omega_ref)**power
            * (T / T_ref)**(5 - power))
    s = np.sum(density * hbar**2 * omega * q * group
               * fluctuation) / (3 * k_B * T**2)
    eta = np.sum(density * hbar**2 * q**2 * group**2
                 * fluctuation / rate) / (15 * k_B * T)
    return T * s**2 * width**2 / (12 * eta)


def quadrature_exponent(T, curved=False, power=0):
    d = 0.01
    return np.log(kappa_quadrature(T * np.exp(d), curved, power)
                  / kappa_quadrature(T * np.exp(-d), curved, power)) / (2 * d)


assert abs(kappa_quadrature(T_ref) / kappa_ideal(T_ref) - 1) < 1e-3
for power in (0, 1, 2):
    assert abs(quadrature_exponent(T_ref, power=power) - 8) < 1e-3
warm_exponent = quadrature_exponent(30.0)
assert warm_exponent < 7.5

scan = np.arange(1.5, 4.01, 0.1)
peaks = {}
for W in (5e-3, 20e-3):
    values = [local_exponent(T, W) for T in scan]
    best = int(np.argmax(values))
    peaks[W] = (scan[best], values[best])
assert 3 < peaks[5e-3][1] < peaks[20e-3][1] < 8

# ---------- Sizes of neglected effects ----------
ideal = kappa_ideal(T_ref)
no_umklapp = kappa_bte(T_ref, umklapp=False)
full = kappa_bte(T_ref)
curved_ratio = kappa_quadrature(T_ref, True) / kappa_quadrature(T_ref)
curved_exponent = quadrature_exponent(T_ref, True)
v_trans, v_long = 1100.0, 2000.0
branch_ratio = ((2 * heat_capacity(T_ref, v_trans)
                 + heat_capacity(T_ref, v_long)) / 3
                / heat_capacity(T_ref))
resistivity = 4e-9
lorenz = pi**2 / 3 * (k_B / charge)**2
kappa_electron = lorenz * T_ref / resistivity
carriers = 3e23
fermi_q = (3 * pi**2 * carriers)**(1 / 3)
cut = 2 * fermi_q * hbar * speed / (k_B * T_ref)
xc, wcut = gauss(0.0, cut, 60)
share = (np.sum(wcut * xc**4 / (4 * np.sinh(xc / 2)**2))
         / (gamma(5) * zeta(4)))

print(f"Sound speed: {speed:.0f} m/s; slab width: {width*1e3:.1f} mm")
print(f"Normal path at {T_ref:.1f} K: {normal_ref*1e3:.2f} mm")
print(f"Umklapp path prefactor: {umklapp_prefactor*1e3:.3f} mm")
print(f"Umklapp temperature: {umklapp_temperature:.0f} K")
print(f"Debye wave number: {q_debye*1e-10:.2f} 1/angstrom")
print(f"Debye temperature of model: {hbar*speed*q_debye/k_B:.1f} K")
print(f"Thermal energy at 3 K: {k_B*T_ref/charge:.3e} eV")
print(f"Heat capacity at 3 K: {heat_capacity(T_ref):.1f} J/(m3 K)")
for power in (1, 2):
    print(f"Mean of (omega/kT)^-{power}: {path_average[power]:.4f} (no unit)")
print(f"Slip length / normal path, BTE: {slip:.4f} (no unit)")
print(f"Slip length / normal path, wall estimate: {8/15:.4f} (no unit)")
for w in (20, 40, 80):
    print(f"BTE/ideal conductivity at W/l_N={w}: {ratio[w]:.4f} (no unit)")
for w in (40, 80):
    print(f"Same, path ~ 1/omega, W/<l_N>={w}: {spectral[w]:.4f} (no unit)")
print(f"Drag factor, BTE: {drag_bte:.4f}; viscous: {drag_formula:.4f}")
for w in (10, 30, 100, 300):
    print(f"Exponent without umklapp, W/l_N={w}: {normal_only[w]:.3f}")
print(f"Ideal exponent by mode quadrature, 3 K: "
      f"{quadrature_exponent(T_ref):.4f}")
print(f"Same formula at 30 K: exponent {warm_exponent:.3f}")
print(f"Ideal conductivity ratio, 3 K to 2 K: "
      f"{kappa_ideal(3.0)/kappa_ideal(2.0):.2f}")
print(f"Ideal conductivity at 3 K: {ideal:.0f} W/(m K)")
print(f"Ideal conductivity at 3 K: {ideal/charge*1e-10:.3e} eV/(s angstrom K)")
print(f"BTE without umklapp at 3 K: {no_umklapp:.0f} W/(m K)")
print(f"BTE with umklapp at 3 K: {full:.0f} W/(m K)")
print(f"BTE with umklapp at 3 K: {full/charge*1e-10:.3e} eV/(s angstrom K)")
print("T (K) | l_N (mm) | l_R (mm) | ideal, BTE (W/(m K)) | exponent")
for T in (1.5, 2.0, 2.5, 3.0, 3.5, 4.0):
    print(f"{T:.1f} | {normal_path(T)*1e3:.3f} | {resistive_path(T)*1e3:.3e}"
          f" | {kappa_ideal(T):.0f}, {kappa_bte(T):.0f}"
          f" | {local_exponent(T):.2f}")
for W, (T, exponent) in peaks.items():
    print(f"Peak exponent, W={W*1e3:.0f} mm: {exponent:.2f} at {T:.1f} K")
print(f"Wall-slip gain at 3 K: {100*(no_umklapp/ideal-1):.1f} %")
print(f"Umklapp loss at 3 K: {100*(1-full/no_umklapp):.1f} %")
print(f"Curved dispersion: conductivity change {100*(curved_ratio-1):.2f} %")
print(f"Curved dispersion: ideal exponent {curved_exponent:.3f}")
print(f"Unequal speeds tested: {v_trans:.0f} (two), {v_long:.0f} m/s")
print(f"Unequal speeds, fixed lifetime: change {100*(branch_ratio-1):.1f} %")
print(f"Residual resistivity assumed: {resistivity*1e8:.2f} microohm cm")
print(f"Electronic conductivity at 3 K: {kappa_electron:.1f} W/(m K)")
print(f"Electronic/BTE phonon conductivity: {100*kappa_electron/full:.2f} %")
print(f"Carrier density assumed: {carriers*1e-6:.1e} 1/cm3")
print(f"Heat-capacity share below 2k_F, sphere: {100*share:.1f} %")
print("all tests passed")
```

Printed output:

```
Sound speed: 1300 m/s; slab width: 5.0 mm
Normal path at 3.0 K: 0.50 mm
Umklapp path prefactor: 0.001 mm
Umklapp temperature: 40 K
Debye wave number: 1.20 1/angstrom
Debye temperature of model: 119.2 K
Thermal energy at 3 K: 2.585e-04 eV
Heat capacity at 3 K: 1503.1 J/(m3 K)
Mean of (omega/kT)^-1: 0.2777 (no unit)
Mean of (omega/kT)^-2: 0.1267 (no unit)
Slip length / normal path, BTE: 0.5921 (no unit)
Slip length / normal path, wall estimate: 0.5333 (no unit)
BTE/ideal conductivity at W/l_N=20: 1.1786 (no unit)
BTE/ideal conductivity at W/l_N=40: 1.0883 (no unit)
BTE/ideal conductivity at W/l_N=80: 1.0439 (no unit)
Same, path ~ 1/omega, W/<l_N>=40: 1.1179 (no unit)
Same, path ~ 1/omega, W/<l_N>=80: 1.0593 (no unit)
Drag factor, BTE: 0.6615; viscous: 0.6679
Exponent without umklapp, W/l_N=10: 6.609
Exponent without umklapp, W/l_N=30: 7.462
Exponent without umklapp, W/l_N=100: 7.829
Exponent without umklapp, W/l_N=300: 7.942
Ideal exponent by mode quadrature, 3 K: 8.0000
Same formula at 30 K: exponent 6.174
Ideal conductivity ratio, 3 K to 2 K: 25.63
Ideal conductivity at 3 K: 13570 W/(m K)
Ideal conductivity at 3 K: 8.470e+12 eV/(s angstrom K)
BTE without umklapp at 3 K: 18518 W/(m K)
BTE with umklapp at 3 K: 17626 W/(m K)
BTE with umklapp at 3 K: 1.100e+13 eV/(s angstrom K)
T (K) | l_N (mm) | l_R (mm) | ideal, BTE (W/(m K)) | exponent
1.5 | 16.000 | 3.812e+08 | 53, 927 | 2.55
2.0 | 3.797 | 4.852e+05 | 529, 2237 | 3.76
2.5 | 1.244 | 8.886e+03 | 3156, 6155 | 5.35
3.0 | 0.500 | 6.174e+02 | 13570, 17626 | 5.75
3.5 | 0.231 | 9.191e+01 | 46575, 32901 | 1.04
4.0 | 0.119 | 2.203e+01 | 135547, 25074 | -4.23
Peak exponent, W=5 mm: 5.92 at 2.8 K
Peak exponent, W=20 mm: 6.69 at 2.4 K
Wall-slip gain at 3 K: 36.5 %
Umklapp loss at 3 K: 4.8 %
Curved dispersion: conductivity change 3.96 %
Curved dispersion: ideal exponent 8.083
Unequal speeds tested: 1100 (two), 2000 m/s
Unequal speeds, fixed lifetime: change 19.2 %
Residual resistivity assumed: 0.40 microohm cm
Electronic conductivity at 3 K: 18.3 W/(m K)
Electronic/BTE phonon conductivity: 0.10 %
Carrier density assumed: 3.0e+17 1/cm3
Heat-capacity share below 2k_F, sphere: 3.0 %
all tests passed
```
